# Transit-limited cutoff frequency from gate length and carrier velocity: a program that tests the result

```python
"""Transit-limited current-gain cutoff of a field-effect transistor.

Result under test: f_T = v / (2 pi L), where
  L = effective gate length (m), v = carrier velocity (m/s),
  tau = L / v = transit time (s), f_T = cutoff frequency (Hz).
f_T is where the low-frequency 1/f line of |i_d/i_g| extends to one.
Independent road: solve the small-signal continuity equation on a grid,
integrate the stored charge, and obtain the gate current from its change.
The ideal gate images all channel charge; parasitics are left out.
"""
import numpy as np
from scipy.constants import centi, nano, giga, pico
from scipy.optimize import brentq


def grid_gain(frequency, length, velocity_profile, cells=2000):
    """Return |i_d/i_g| from a midpoint discretization of continuity."""
    omega = 2 * np.pi * frequency
    dx = length / cells
    x_mid = (np.arange(cells) + 0.5) * dx
    velocity = velocity_profile(x_mid)
    half_step = 0.5j * omega * dx / velocity
    factors = (1 - half_step) / (1 + half_step)
    current = np.concatenate(([1.0 + 0.0j], np.cumprod(factors)))
    line_charge = 0.5 * (current[:-1] + current[1:]) / velocity
    gate_current = 1j * omega * np.sum(line_charge) * dx
    return abs(current[-1] / gate_current)


def extrapolated_cutoff(length, velocity_profile):
    """Extend the low-frequency 1/f gain line to unity."""
    low_frequency = 1.0 * giga
    return low_frequency * grid_gain(low_frequency, length, velocity_profile)


length = 100 * nano
velocity_cm = 1.5e7
velocity = velocity_cm * centi


def uniform(x):
    return np.full_like(x, velocity)


# Main result: formula against the grid solution.
transit_time = length / velocity
angular_cutoff = velocity / length
cutoff = angular_cutoff / (2 * np.pi)
cutoff_grid = extrapolated_cutoff(length, uniform)
# The finite test frequency leaves a relative error below 1e-6.
assert abs(cutoff_grid / cutoff - 1) < 1e-5
assert round(cutoff / giga) == 239

# Inverse dependence on gate length.
cutoff_double = extrapolated_cutoff(2 * length, uniform)
assert abs(cutoff_double / (cutoff / 2) - 1) < 1e-5

# Full gain formula at low and high frequencies.
test_frequencies = np.array([10.0, 100.0, cutoff / giga]) * giga
gains = []
for frequency in test_frequencies:
    numerical = grid_gain(frequency, length, uniform)
    analytic = 1 / (2 * abs(np.sin(np.pi * frequency * transit_time)))
    assert abs(numerical / analytic - 1) < 1e-6
    gains.append(numerical)

# Actual first unity crossing, distinct from the extended line.
crossing = brentq(lambda f: grid_gain(f, length, uniform) - 1,
                  100 * giga, 300 * giga)
assert abs(crossing * 6 * transit_time - 1) < 1e-6
assert crossing > cutoff

# A linear velocity rise with the same arithmetic mean.
v_source, v_drain = 1.0e5, 2.0e5


def rising(x):
    return v_source + (v_drain - v_source) * x / length


assert abs((v_source + v_drain) / 2 - velocity) < 1e-6
tau_rising = length * np.log(v_drain / v_source) / (v_drain - v_source)
cutoff_rising = 1 / (2 * np.pi * tau_rising)
cutoff_rising_grid = extrapolated_cutoff(length, rising)
assert abs(cutoff_rising_grid / cutoff_rising - 1) < 1e-5
assert cutoff_rising_grid < cutoff_grid

print(f"effective gate length: {length:.3e} m")
print(f"given velocity: {velocity_cm:.2e} cm/s")
print(f"velocity in SI: {velocity:.2e} m/s")
print(f"transit time: {transit_time:.4e} s")
print(f"transit time converted: {transit_time / pico:.4f} ps")
print(f"angular cutoff v/L: {angular_cutoff:.4e} rad/s")
print(f"cutoff from formula: {cutoff:.4e} Hz")
print(f"cutoff from formula: {cutoff / giga:.2f} GHz")
print(f"cutoff from grid: {cutoff_grid / giga:.2f} GHz")
print(f"inverse transit time, no 2 pi: {1 / transit_time / giga:.1f} GHz")
print(f"cutoff for doubled length: {cutoff_double / giga:.2f} GHz")
for frequency, gain in zip(test_frequencies, gains):
    line = cutoff / frequency
    print(f"at {frequency / giga:.2f} GHz: grid gain {gain:.4f}, "
          f"1/f line {line:.4f} (dimensionless)")
print(f"actual unity crossing: {crossing / giga:.2f} GHz")
print(f"rising profile, source velocity: {v_source:.2e} m/s")
print(f"rising profile, drain velocity: {v_drain:.2e} m/s")
print(f"rising profile, transit time: {tau_rising / pico:.4f} ps")
print(f"rising profile, harmonic mean: {length / tau_rising:.4e} m/s")
print(f"rising profile, formula cutoff: {cutoff_rising / giga:.2f} GHz")
print(f"rising profile, grid cutoff: {cutoff_rising_grid / giga:.2f} GHz")
print("done: every assertion held")
```

Running it gives:

```
effective gate length: 1.000e-07 m
given velocity: 1.50e+07 cm/s
velocity in SI: 1.50e+05 m/s
transit time: 6.6667e-13 s
transit time converted: 0.6667 ps
angular cutoff v/L: 1.5000e+12 rad/s
cutoff from formula: 2.3873e+11 Hz
cutoff from formula: 238.73 GHz
cutoff from grid: 238.73 GHz
inverse transit time, no 2 pi: 1500.0 GHz
cutoff for doubled length: 119.37 GHz
at 10.00 GHz: grid gain 23.8750, 1/f line 23.8732 (dimensionless)
at 100.00 GHz: grid gain 2.4049, 1/f line 2.3873 (dimensionless)
at 238.73 GHz: grid gain 1.0429, 1/f line 1.0000 (dimensionless)
actual unity crossing: 250.00 GHz
rising profile, source velocity: 1.00e+05 m/s
rising profile, drain velocity: 2.00e+05 m/s
rising profile, transit time: 0.6931 ps
rising profile, harmonic mean: 1.4427e+05 m/s
rising profile, formula cutoff: 229.61 GHz
rising profile, grid cutoff: 229.61 GHz
done: every assertion held
```
